\section*{Localized active space SCF: mean-field coupling and the CASSCF lower bound}

\section{Two electrons in two fragments}

Let fragment $A$ consist of one real orbital $a$ and fragment $B$ of one real orbital $b$, orthogonal to $a$. Each holds one electron, with spins $\sigma_A$ and $\sigma_B$ along $z$. In atomic units the electronic Hamiltonian is
\begin{equation}
\hat H=\sum_{pq\sigma}h_{pq}\,a^\dagger_{p\sigma}a_{q\sigma}
+\tfrac12\sum_{pqrs}\sum_{\sigma\tau}(pq|rs)\,
a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma},
\label{H}
\end{equation}
where $h$ contains the kinetic energy and the attraction to all nuclei, and $(pq|rs)$ is the repulsion between the charge densities $pq$ and $rs$.

In the state $a^\dagger_{a\sigma_A}a^\dagger_{b\sigma_B}|0\rangle$ the repulsion has two kinds of contribution. The terms $p=q=a$, $r=s=b$ and their mirror image give $(aa|bb)$ together. The terms $p=s=a$, $q=r=b$ need one anticommutation to bring the operators of each orbital together,
\begin{equation}
a^\dagger_{a\sigma}a^\dagger_{b\tau}a_{a\tau}a_{b\sigma}
=-a^\dagger_{a\sigma}a_{a\tau}\,a^\dagger_{b\tau}a_{b\sigma},
\end{equation}
and contribute when $\sigma=\tau=\sigma_A=\sigma_B$. With $X=(ab|ba)$,
\begin{equation}
E=h_{aa}+h_{bb}+(aa|bb)-\delta_{\sigma_A\sigma_B}X .
\label{two}
\end{equation}
Each electron feels the charge density of the other and, for equal spin, its exchange field.

This reading has a condition. Turn both spins to $+x$. The energy is unchanged by a common spin rotation, so the exchange term is still $-X$. The densities for spin up and spin down are now $\tfrac12$ in each fragment, and a sum over equal spins gives $-X(\tfrac14+\tfrac14)=-X/2$. The true energy lies $X/2$ below the spin-diagonal expression. Spin-up and spin-down fields are sure to suffice if every fragment state has a definite electron number and a definite spin projection on the axis that defines up and down.

\section{Energy of the product state}

Divide an orthonormal set of real orbitals into a doubly occupied core (fragment 0), active fragments $K=1,2,\ldots$, and empty orbitals. The localized active space (LAS) state is
\begin{equation}
|\Psi\rangle=\hat A_0\hat A_1\hat A_2\cdots|0\rangle ,
\label{product}
\end{equation}
where $\hat A_K$ is a combination of strings of creation operators in fragment $K$ and makes a normalized state with definite electron number $N_K$ and spin projection $M_K$. Anticommutation of the creation operators supplies the antisymmetry.

With spin orbitals ordered fragment by fragment, the amplitude of an occupation pattern is the product of the fragment amplitudes. An operator with an even number of creation and annihilation operators, all in $K$, passes the strings of other fragments without a net sign and changes only the pattern of $K$. Expectation values of products of such operators thus factorize. An operator that changes the electron number of any fragment has zero expectation value, because states with different $N_K$ are orthogonal.

One-electron terms survive when $p$ and $q$ lie in the same fragment. In a two-electron term, the fragments of the two creation operators must match those of the two annihilation operators. All four indices may lie in one fragment; otherwise, for $K\neq L$, there are two cases:
\begin{align}
p,q\in K;\ r,s\in L:\quad
a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}
&=+a^\dagger_{p\sigma}a_{q\sigma}\,a^\dagger_{r\tau}a_{s\tau},
\label{direct}\\
p,s\in K;\ r,q\in L:\quad
a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}
&=-a^\dagger_{p\sigma}a_{s\tau}\,a^\dagger_{r\tau}a_{q\sigma}.
\label{exchange}
\end{align}
In the first, $a_{q\sigma}$ passes two operators of $L$; in the second, $a_{s\tau}$ passes one. Exchanging the labels $(p,q,\sigma)$ and $(r,s,\tau)$ maps the ordered pair $(K,L)$ onto $(L,K)$ with the same value. This cancels the factor $\tfrac12$ when each pair is counted once.

The expectation value of \eqref{exchange} contains $\langle a^\dagger_{p\sigma}a_{s\tau}\rangle_K$. For $\sigma\neq\tau$ the operator changes $M_K$, so this vanishes. Define
\begin{equation}
\gamma^{K\sigma}_{pq}=\langle a^\dagger_{p\sigma}a_{q\sigma}\rangle_K,
\qquad \gamma^K_{pq}=\sum_\sigma\gamma^{K\sigma}_{pq}.
\end{equation}
With $V_{nn}$ the nuclear repulsion and $\hat H_K$ the part of \eqref{H} with all indices in $K$, the energy is
\begin{align}
E&=V_{nn}+\sum_K\langle\hat H_K\rangle+\sum_{K<L}W_{KL},
\label{energy}\\
W_{KL}&=\sum_{\substack{pq\in K\\ rs\in L}}(pq|rs)\gamma^K_{pq}\gamma^L_{rs}
-\sum_\sigma\sum_{\substack{ps\in K\\ qr\in L}}(pq|rs)
\gamma^{K\sigma}_{ps}\gamma^{L\sigma}_{rq}.
\label{coupling}
\end{align}
Correlation inside $K$ enters through $\langle\hat H_K\rangle$. Other fragments see $K$ solely through its two one-particle density matrices, which is the precise sense of mean-field coupling.

\subsection{Spin and core limits}

Let $m^K=\gamma^{K\uparrow}-\gamma^{K\downarrow}$. Then
\begin{equation}
\sum_\sigma\gamma^{K\sigma}_{ps}\gamma^{L\sigma}_{rq}
=\tfrac12\left(\gamma^K_{ps}\gamma^L_{rq}+m^K_{ps}m^L_{rq}\right).
\label{spin}
\end{equation}
A singlet has $m^K=0$, since the spin-density operator is a vector in spin space and has no expectation value in a singlet. Spin-summed densities then give the coupling energy of any fragment held in a singlet. If both fragments are polarized, the second term must be kept.

The core has $\gamma^{0\sigma}_{ij}=\delta_{ij}$, so \eqref{coupling} becomes
\begin{equation}
W_{K0}=\sum_{ps\in K}\gamma^K_{ps}
\sum_{i\in 0}\left[2(ps|ii)-(pi|is)\right],
\end{equation}
the usual closed-shell core potential.

\subsection{Failure when particle numbers are mixed}

Return to the orbitals $a$ and $b$, but put each fragment in the state $(|0\rangle+|{\uparrow\downarrow}\rangle)/\sqrt2$. The Hamiltonian contains the pair transfer
\begin{equation}
(ab|ab)\left[a^\dagger_{a\uparrow}a^\dagger_{a\downarrow}
a_{b\downarrow}a_{b\uparrow}+\text{h.c.}\right].
\end{equation}
The two unequal-spin terms of \eqref{H} have cancelled the factor $\tfrac12$. Each operator in the bracket has expectation value $\tfrac12\cdot\tfrac12=\tfrac14$, and $(ab|ab)=X$ for real orbitals. The true energy is therefore $X/2$ above \eqref{energy}, which has no pair-transfer term.

\section{Equations to implement}

\subsection{Fragment states}

With the orbitals and the other fragments fixed, \eqref{coupling} is linear in $\gamma^{K\sigma}$. The part of $E$ that depends on $\Psi_K$ is the expectation value of
\begin{align}
\hat H_K^{\rm eff}&=\sum_\sigma\sum_{ps\in K}h^{K\sigma}_{ps}
a^\dagger_{p\sigma}a_{s\sigma}
+\tfrac12\sum_{pqrs\in K}\sum_{\sigma\tau}(pq|rs)
a^\dagger_{p\sigma}a^\dagger_{r\tau}a_{s\tau}a_{q\sigma},\\
h^{K\sigma}_{ps}&=h_{ps}+\sum_{L\neq K}\sum_{qr\in L}
\left[(ps|qr)\gamma^L_{qr}-(pq|rs)\gamma^{L\sigma}_{rq}\right].
\label{field}
\end{align}
Minimization at fixed norm gives $\hat H_K^{\rm eff}|\Psi_K\rangle=\varepsilon_K|\Psi_K\rangle$ in the sector $(N_K,M_K)$. Taking the lowest eigenstate for one fragment at a time, with updated densities, cannot raise $E$, because this state minimizes $E$ over the states of that fragment in its sector. A spin-dependent field can mix total spins within a fragment; a required $S_K$ must then be imposed separately.

Since $\varepsilon_K=\langle\hat H_K\rangle+\sum_{L\neq K}W_{KL}$, the sum of active eigenvalues counts each active pair twice. Hence
\begin{equation}
E=V_{nn}+\langle\hat H_0\rangle+\sum_{K\ge1}\varepsilon_K
-\sum_{1\le K<L}W_{KL}.
\label{eigsum}
\end{equation}
The core coupling is not subtracted, because it occurs once in each active eigenvalue.

\subsection{Orbitals}

Let $\gamma$ and $\gamma^\sigma$ be the block-diagonal density matrices of the whole state, and define
\begin{equation}
\Gamma_{pqrs}=\sum_{\sigma\tau}\langle a^\dagger_{p\sigma}
a^\dagger_{r\tau}a_{s\tau}a_{q\sigma}\rangle .
\end{equation}
If all indices lie in one active fragment, $\Gamma$ comes from its CI vector. For all other index combinations, including those inside the core determinant,
\begin{equation}
\Gamma_{pqrs}=\gamma_{pq}\gamma_{rs}
-\sum_\sigma\gamma^\sigma_{ps}\gamma^\sigma_{rq}.
\end{equation}

Write $E=V_{nn}+\sum h_{pq}\gamma_{pq}+\tfrac12\sum(pq|rs)\Gamma_{pqrs}$ and expand orbital $p$ in basis functions $\mu$ with coefficients $C_{\mu p}$. A coefficient enters $h_{pq}$ in two positions, which contribute equally because $h$ and, for real fragment amplitudes, $\gamma$ are symmetric. It enters $(pq|rs)$ in four. These are also equal, since $\Gamma_{pqrs}=\Gamma_{rspq}$ by relabelling and $\Gamma_{pqrs}=\Gamma_{qpsr}$ by taking the adjoint of a real expectation value. The factors are $2$ and $4\cdot\tfrac12=2$:
\begin{equation}
\frac{\partial E}{\partial C_{\mu p}}
=2\sum_q h_{\mu q}\gamma_{qp}
+2\sum_{qrs}(\mu q|rs)\Gamma_{pqrs}.
\label{slope}
\end{equation}

Orthonormality is kept by $C\to C\,e^{\kappa}$ with $\kappa^T=-\kappa$. To first order $\delta C_{\mu q}=\sum_pC_{\mu p}\kappa_{pq}$. With $G_{pq}=\sum_\mu C_{\mu p}\,\partial E/\partial C_{\mu q}$, the change in energy is $\sum_{pq}\kappa_{pq}G_{pq}$, so stationarity requires
\begin{equation}
G_{pq}-G_{qp}=0 .
\end{equation}
The rotations needed are core--active, core--empty, active--empty, and those between different active fragments. Rotations within a fragment are redundant when its CI is complete. Rotations between fragments are redundant in CASSCF but in general not here, since they change which states can be written as products. An exception occurs when every active orbital is singly occupied and all spins are parallel: the product is then a single determinant, which these rotations leave unchanged. If the fragment states are converged at every orbital step, their response does not enter the first derivative, because $E$ is stationary with respect to them.

\section{The bound and the missing energy}

Join all active orbitals into one complete active space, with $N=\sum_{K\ge1}N_K$ electrons, $M=\sum_{K\ge1}M_K$, and the same core size. At any orbitals $C$, the LAS state is one vector in this space. The lowest CASCI energy at $C$ cannot lie above its energy, and minimization over orbitals can only lower the result:
\begin{equation}
E_{\rm LAS}(C)\ge E_{\rm CASCI}(C)\ge
\min_{C'}E_{\rm CASCI}(C')=E_{\rm CASSCF}.
\label{bound}
\end{equation}
The two ends are equal if and only if the LAS state is itself a global CASSCF minimizer.

The bound applies even if the LAS solution is a local minimum, but it needs the global CASSCF minimum. A poor local CASSCF solution can lie higher. If CASSCF is restricted to one total spin, this argument applies when the LAS state has that spin; a product of polarized fragments need not have it.

The gap can be divided by an intermediate energy $E_{\rm fix}$, the lowest energy at the LAS orbitals when each fragment keeps its $N_K$ but the fragments may be entangled:
\begin{equation}
E_{\rm LAS}-E_{\rm CASSCF}
=(E_{\rm LAS}-E_{\rm fix})+(E_{\rm fix}-E_{\rm CASCI})
+(E_{\rm CASCI}-E_{\rm CASSCF}).
\label{gap}
\end{equation}
The three nonnegative parts are fixed-charge entanglement, charge transfer and orbital relaxation, in this chosen order.

\subsection{Large separation}

For two distant fragments, neglect exchange and charge transfer. Let $\hat E_{pq}=\sum_\sigma a^\dagger_{p\sigma}a_{q\sigma}$ and $\delta\hat E=\hat E-\gamma$. Inserting $\hat E=\gamma+\delta\hat E$ in the Coulomb coupling gives, apart from $V_{nn}$ and with any core energy and field absorbed,
\begin{equation}
\hat H=\hat H_A^{\rm eff}+\hat H_B^{\rm eff}-W_{AB}+\hat V,\qquad
\hat V=\sum_{\substack{pq\in A\\ rs\in B}}(pq|rs)\,
\delta\hat E_{pq}\,\delta\hat E_{rs}.
\end{equation}
As $\langle\delta\hat E\rangle=0$, $\hat V$ couples the LAS state only to states $ij$ with both fragments excited. For nondegenerate fragment ground states the leading correction is
\begin{equation}
\Delta E=-\sum_{i,j\neq0}\frac{|V_{ij}|^2}
{\varepsilon^A_i-\varepsilon^A_0+\varepsilon^B_j-\varepsilon^B_0}.
\end{equation}
At fixed electron number a transition density has no net charge. If transition dipoles $\boldsymbol\mu_i$, $\boldsymbol\mu_j$ exist in the active spaces and the orientation factor $\boldsymbol\mu_i\cdot\boldsymbol\mu_j-3(\boldsymbol\mu_i\cdot\mathbf n)(\boldsymbol\mu_j\cdot\mathbf n)$, with $\mathbf n$ the unit vector between the fragments, is nonzero, then $V_{ij}\propto R^{-3}$ and $\Delta E\propto-R^{-6}$. Where this factor vanishes for all $ij$, higher multipoles lead and the decay is faster. This is dispersion, which the LAS energy omits.

\section{Two stretched hydrogen molecules}

Two parallel H$_2$ molecules form a rectangle with bond length $1.2$~\AA\ and separation $R$. The basis is 6-31G. Each molecule is a singlet fragment with two electrons in two orbitals; CASSCF has four electrons in four orbitals, and there is no core. Fragment states were found by alternating diagonalization, and orbitals by a quasi-Newton search using \eqref{slope}. The CASSCF energy is the lower converged result from LAS and RHF starting orbitals. Correlation outside the active space is left out, and the error of the finite basis is not corrected. The digits below hold for 6-31G only. In cc-pVDZ at $R=2.0$~\AA\ the LASSCF energy is lower by $0.18$~eV, LASSCF recovers $2.032$ of $2.078$~eV (still about 98\%), the larger natural occupation is $1.91$, and the exchange sum is $0.107$~eV.

At $R=2.0$~\AA, each fragment has $\langle\hat H_K\rangle=-67.93$~eV. The Coulomb and exchange parts of $W_{AB}$ are $26.23$ and $-0.10$~eV, and $V_{nn}=50.75$~eV. Equation~\eqref{energy} gives
\begin{equation}
E_{\rm LAS}=2(-67.93)+26.23-0.10+50.75=-58.98\ {\rm eV}.
\end{equation}
The effective eigenvalues are $-67.93+26.23-0.10=-41.80$~eV. From \eqref{eigsum}, $2(-41.80)-26.13+50.75=-58.98$~eV, where the coupling has been subtracted once.

The RHF, LASSCF and CASSCF energies are $-56.853$, $-58.982$ and $-59.030$~eV. The latter two are $-2.16753$ and $-2.16932$ hartree. LASSCF recovers $2.128$ of the $2.177$~eV between RHF and CASSCF, about 98\%. The natural occupations of a fragment, $1.90$ and $0.10$, show the correlation retained within each stretched bond.

For a case with spin polarization, keep these orbitals and place each fragment in the triplet with both orbitals singly occupied and $M_K=\pm1$. For parallel projections \eqref{coupling} contains $-\sum_{p\in A,q\in B}(pq|qp)$; for opposite projections this term is zero. The energies are $-47.287$ and $-47.177$~eV, and their difference is the exchange sum, $0.110$~eV. It is not the full magnetic splitting, because the opposite-spin product is not a total-spin eigenstate and charge transfer is absent.

The gap and its parts, in eV and rounded separately, are:
\begin{center}
\begin{tabular}{ccccc}
$R$ (\AA) & gap & fixed charge & transfer & relaxation\\
1.5 & 0.200 & 0.039 & 0.143 & 0.017\\
2.0 & 0.049 & 0.014 & 0.033 & 0.001\\
3.0 & 0.004 & 0.002 & 0.002 & 0.000
\end{tabular}
\end{center}
Charge transfer is the largest part at all three distances, clearly at $1.5$ and $2.0$~\AA\ and narrowly at $3.0$~\AA\ ($0.0023$ against $0.0020$~eV). In cc-pVDZ the gap is $0.188$, $0.046$ and $0.004$~eV and the transfer part $0.132$, $0.031$ and $0.002$~eV; the entries shift by up to $0.012$~eV, but the order of the parts is the same. At $6.0$~\AA\ the gap is $0.00004$~eV, and fixed-charge entanglement accounts for it at this precision.

Between $6.0$ and $9.0$~\AA\ the fixed-charge part falls with an exponent of $-5.92$, calculated from these two points and close to the leading $-6$. A simple model accounts for the sign and rough size of the difference. Represent each transition density by charges $\pm q$ a distance $d$ apart along the bond. Then
\begin{equation}
V=2q^2\left[\frac1R-\frac1{\sqrt{R^2+d^2}}\right]
=\frac{q^2d^2}{R^3}\left(1-\frac{3d^2}{4R^2}+\cdots\right).
\end{equation}
The bracket grows towards one with increasing $R$, so $V^2$ falls slightly more slowly than $R^{-6}$. With $d$ set equal to the bond length, $1.2$~\AA, $V^2$ has the exponent $-5.92$ between $6.0$ and $9.0$~\AA\ and $-5.96$ between $9.0$ and $13.5$~\AA, and the computed fixed-charge part has the same two exponents. The value of $d$ is assumed rather than derived: $d=0.8$ and $1.6$~\AA\ give $-5.96$ and $-5.86$ for the first interval.

Relative to two separate H$_2$ molecules at the CASSCF level, the LASSCF energy is higher by $0.537$~eV at $2.0$~\AA\ and by $0.00001$~eV at $9.0$~\AA\ ($0.550$ and $0.00002$~eV in cc-pVDZ). The product form thus approaches the correct separated limit for these singlet fragments, while the interaction at finite distance lacks the three contributions in \eqref{gap}: fixed-charge entanglement, charge transfer and the further relaxation from the LASSCF to the CASSCF orbitals.
